# Negative amplitudes in thermal transfer fits between separated devices: a numerical check

```python
"""
Result under test: for passive heat conduction the transfer step response
  Z_ij(t) = sum_k R_k (1 - exp(-t/tau_k))   [K/W]
between non-overlapping devices has sum_k R_k/tau_k = 0, so some R_k are
negative, although Z_ij(t) itself rises monotonically. Self terms R_k,ii >= 0.
Example: thin die, length L, width W, thickness d, conductivity kappa, heat
capacity c per volume, interface conductance h per area to a fixed-temperature
base; two stripe devices of length w centred at x1 and x2. SI units inside.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm, null_space
from scipy.optimize import linprog
from scipy.sparse import diags, identity
from scipy.sparse.csgraph import shortest_path
from scipy.sparse.linalg import splu

# ---------- two-node circuit: closed form against matrix exponential ----------
C2, G2, g2 = 1e-3, 0.1, 0.1
A2 = np.array([[G2 + g2, -g2], [-g2, G2 + g2]]) / C2
amp_s, amp_a = 1 / (2 * G2), -1 / (2 * (G2 + 2 * g2))
tau_s, tau_a = C2 / G2, C2 / (G2 + 2 * g2)
for t in (1e-4, 3e-3, 2e-2):
    direct = (np.linalg.inv(A2) @ (np.eye(2) - expm(-A2 * t)) / C2)[1, 0]
    closed = amp_s * (1 - np.exp(-t / tau_s)) + amp_a * (1 - np.exp(-t / tau_a))
    assert abs(direct - closed) < 1e-10
print(f"Two nodes: C={C2*1e3:.1f} mJ/K, G={G2:.2f} W/K, g={g2:.2f} W/K")
print(f"  amplitudes {amp_s:.4f}, {amp_a:.4f} K/W; tau {tau_s*1e3:.3f}, {tau_a*1e3:.3f} ms")

# ---------- random passive networks: residue matrices and sign changes ----------
rng = np.random.default_rng(4)
n_nodes, pairs, negative_pairs, least_excess = 7, 0, 0, 99
for trial in range(100):
    G = np.zeros((n_nodes, n_nodes))
    links = [(q, int(rng.integers(max(0, q - 2), q))) for q in range(1, n_nodes)]
    for p, q in links:
        value = rng.uniform(0.5, 2)
        G[p, q] -= value
        G[q, p] -= value
    hops = shortest_path((G != 0).astype(float), unweighted=True)
    G -= np.diag(G.sum(axis=1))
    G[0, 0] += rng.uniform(0.5, 2)
    cap = rng.uniform(0.5, 2, n_nodes)
    rates, V = np.linalg.eig(G / cap[:, None])
    assert np.isrealobj(rates) and rates.min() > 0
    order = np.argsort(rates)
    rates, V = rates[order], V[:, order]
    Vinv = np.linalg.inv(V)
    res = np.einsum('ik,kj->kij', V, Vinv) / cap[None, None, :] / rates[:, None, None]
    for i in range(n_nodes):
        assert res[:, i, i].min() > -1e-10
        for j in range(i):
            r = res[:, i, j]
            assert np.allclose(r**2, res[:, i, i] * res[:, j, j], atol=1e-8)
            assert abs(np.sum(r * rates)) < 1e-9
            weighted = r * rates
            s = np.sign(weighted[abs(weighted) > 1e-12 * abs(weighted).max()])
            changes = int(np.sum(s[1:] != s[:-1]))
            assert changes >= hops[i, j]
            least_excess = min(least_excess, changes - int(hops[i, j]))
            pairs += 1
            negative_pairs += bool(r.min() < 0)
assert negative_pairs == pairs
print(f"Random networks: {pairs} node pairs, {negative_pairs} with a negative amplitude")
print(f"  smallest (sign changes - links between nodes) = {least_excess}")

# ---------- die parameters (rough typical silicon power die) ----------
L, W, d, w = 6e-3, 2e-3, 0.3e-3, 0.5e-3
x1, x2 = 1.3e-3, 3.8e-3
kappa, c = 120.0, 1.7e6
d_tim, k_tim, c_tim = 50e-6, 1.0, 2e6
h = k_tim / d_tim
cs, alpha = c * d, kappa / c
power, T_base = 5.0, 350.0
gap = x2 - x1 - w


def modes(xa, xb, count):
    """Amplitudes (K/W) and decay rates (1/s) of the thin-die cosine modes."""
    n = np.arange(count)
    k = n * np.pi / L
    window = np.sinc(k * w / (2 * np.pi))
    eps = np.where(n == 0, 1.0, 2.0)
    stiffness = kappa * d * k**2 + h
    amp = eps * np.cos(k * xa) * np.cos(k * xb) * window**2 / (W * L * stiffness)
    return amp, stiffness / cs


def response(xa, xb, times, count=4000):
    amp, rate = modes(xa, xb, count)
    return (-np.expm1(-np.outer(np.atleast_1d(times), rate))) @ amp


print(f"Die {L*1e3:.1f} x {W*1e3:.1f} x {d*1e3:.1f} mm; stripe {w*1e3:.1f} mm at "
      f"{x1*1e3:.1f} and {x2*1e3:.1f} mm; gap {gap*1e3:.1f} mm")
print(f"kappa={kappa:.0f} W/(m K), c={c/1e6:.2f} MJ/(m3 K), h={h:.0f} W/(m2 K)")
print(f"diffusivity {alpha*1e6:.2f} mm2/s; healing length {np.sqrt(kappa*d/h)*1e3:.3f} mm; "
      f"gap^2/(4 alpha) {gap**2/(4*alpha)*1e3:.2f} ms")

# ---------- finite-volume time stepping against the modal series ----------
cells, dt = 600, 5e-5
dx = L / cells
xc = (np.arange(cells) + 0.5) * dx
link = kappa * d * W / dx
main = np.full(cells, 2 * link + h * W * dx)
main[[0, -1]] -= link
K = diags([np.full(cells - 1, -link), main, np.full(cells - 1, -link)], [-1, 0, 1])
m1 = (abs(xc - x1) < w / 2).astype(float)
m2 = (abs(xc - x2) < w / 2).astype(float)
m1 /= m1.sum()
m2 /= m2.sum()
mass = cs * W * dx / dt * identity(cells)
solver, explicit = splu((mass + K / 2).tocsc()), (mass - K / 2).tocsr()
show_ms = [1, 2, 5, 10, 20, 50, 100, 200]
steps = {int(round(t * 1e-3 / dt)): t for t in show_ms}
T, worst = np.zeros(cells), 0.0
for step in range(1, max(steps) + 1):
    T = solver.solve(explicit @ T + m1)
    if step in steps:
        ts = steps[step] * 1e-3
        worst = max(worst, abs(m1 @ T - response(x1, x1, ts)[0]),
                    abs(m2 @ T - response(x1, x2, ts)[0]))
assert worst < 3e-3  # second-order grid and time-step error, K/W
print(f"Largest modal minus finite-volume difference {worst:.1e} K/W")

# ---------- amplitudes and the initial slope ----------
R12, rate = modes(x1, x2, 200000)
R11, _ = modes(x1, x1, 200000)
assert R11.min() >= 0 and R12.min() < 0
print("mode  tau(ms)  R_self(K/W)  R_transfer(K/W)  R_transfer/tau(K/J)")
for n in range(8):
    print(f"{n:3d} {1e3/rate[n]:9.3f} {R11[n]:11.4f} {R12[n]:13.4f} {R12[n]*rate[n]:15.2f}")
slope12, slope11 = np.sum(R12 * rate), np.sum(R11 * rate)
expected11 = 1 / (cs * W * w)
assert abs(slope12) < 1e-4 * expected11
assert abs(slope11 - expected11) < 1e-4 * expected11
shift = 0.2e-3
Rov, _ = modes(x1, x1 + shift, 200000)
slope_ov = np.sum(Rov * rate)
expected_ov = (w - shift) / (w**2 * cs * W)
assert abs(slope_ov - expected_ov) < 1e-4 * expected11
partial = [np.sum((R12 * rate)[:m]) for m in (10, 100, 1000, 200000)]
print("Transfer slope sum, 10/100/1000/200000 modes (K/J): "
      + ", ".join(f"{p:.4f}" for p in partial))
print(f"Self slope sum {slope11:.2f} K/J; 1/(stripe heat capacity) {expected11:.2f} K/J")
print(f"Sensor shifted {shift*1e3:.1f} mm (overlapping): {slope_ov:.2f}, overlap formula "
      f"{expected_ov:.2f} K/J")
counts = []
for m in (20, 200, 2000):
    scaled = (R12 * rate)[:m] * np.maximum(np.arange(m), 1.0)**2
    s = np.sign(scaled[abs(scaled) > 1e-6])
    counts.append(int(np.sum(s[1:] != s[:-1])))
assert counts[0] < counts[1] < counts[2]
print(f"Sign changes within first 20/200/2000 modes: {counts}")
R12_sum, R11_sum = R12.sum(), R11.sum()
print(f"Sum of positive / negative transfer amplitudes {R12[R12>0].sum():.4f} / "
      f"{R12[R12<0].sum():.4f} K/W")
print(f"Steady self {R11_sum:.4f} K/W, transfer {R12_sum:.4f} K/W; at {power:.0f} W: "
      f"{power*R11_sum:.2f} K, {power*R12_sum:.2f} K")

# ---------- positive image sum against the derivative of the modal series ----------
node, weight = np.polynomial.legendre.leggauss(40)
xa, xb = x1 + node[:, None] * w / 2, x2 + node[None, :] * w / 2
for t in (2e-3, 5e-3, 2e-2, 1e-1):
    kernel = sum(np.exp(-(xa - xb - 2 * m * L)**2 / (4 * alpha * t))
                 + np.exp(-(xa + xb - 2 * m * L)**2 / (4 * alpha * t)) for m in range(-6, 7))
    mean = weight @ kernel @ weight / 4 / np.sqrt(4 * np.pi * alpha * t)
    image = np.exp(-h * t / cs) * mean / (cs * W)
    modal = np.sum(R12[:4000] * rate[:4000] * np.exp(-rate[:4000] * t))
    assert image > 0 and abs(image - modal) < 1e-7 * image + 1e-9
fine = np.geomspace(2e-4, 0.3, 1500)
derivative = np.exp(-np.outer(fine, rate[:1000])) @ (R12 * rate)[:1000]
assert derivative.min() > -1e-8
peak = int(np.argmax(derivative))
print(f"Steepest transfer rise {derivative[peak]:.2f} K/J at {fine[peak]*1e3:.2f} ms")
print("t(ms)   Z_self(K/W)   Z_transfer(K/W)")
for t in show_ms:
    print(f"{t:5d} {response(x1,x1,t*1e-3)[0]:12.4f} {response(x1,x2,t*1e-3)[0]:15.4e}")

# ---------- best nonnegative fit, its lower bound, and a signed fit ----------
times = np.geomspace(2e-4, 0.2, 160)
data = response(x1, x2, times)
ratio = times[:, None] / times[None, :]
bounds = np.where(ratio < 1, (ratio * data[None, :] - data[:, None]) / (1 + ratio), -1.0)
ia, ib = np.unravel_index(np.argmax(bounds), bounds.shape)
bound = bounds[ia, ib]
trial_tau = np.geomspace(1e-5, 10, 90)
basis = -np.expm1(-times[:, None] / trial_tau[None, :])
one = np.ones((len(times), 1))
lp = linprog(np.r_[np.zeros(len(trial_tau)), 1.0],
             A_ub=np.block([[basis, -one], [-basis, -one]]), b_ub=np.r_[data, -data],
             bounds=(0, None), method='highs')
assert lp.success
err_positive = np.max(abs(basis @ lp.x[:-1] - data))
assert bound > 0 and err_positive >= bound - 1e-6
six = rate[:6]
basis6 = -np.expm1(-np.outer(times, six))
free = null_space(six[None, :])
fit = free @ np.linalg.lstsq(basis6 @ free, data, rcond=None)[0]
err_signed = np.max(abs(basis6 @ fit - data))
assert abs(fit @ six) < 1e-8 and fit.min() < 0 and err_signed < bound
print(f"Nonnegative fit: error bound {bound:.4f} K/W from t1={times[ia]*1e3:.2f}, "
      f"t2={times[ib]*1e3:.2f} ms")
print(f"  best of {len(trial_tau)} time constants: max error {err_positive:.4f} K/W = "
      f"{100*err_positive/R12_sum:.2f} % of steady")
print(f"Signed six-term fit: max error {err_signed:.5f} K/W = "
      f"{100*err_signed/R12_sum:.3f} % of steady")
print("  amplitudes (K/W): " + ", ".join(f"{a:.4f}" for a in fit))
print(f"  lowest fitted value on the time grid {np.min(basis6 @ fit):.2e} K/W")

# ---------- size of neglected effects ----------


def surface_resistance(k):
    """Top-surface temperature per unit cos(kx) flux, with gradients through the die."""
    th = np.tanh(k * d)
    return (1 + h / (kappa * k) * th) / (kappa * k * th + h)


nz, k_test = 400, 3 * np.pi / L
dz = d / nz
diag_z = np.full(nz, 2 * kappa / dz + kappa * k_test**2 * dz)
diag_z[0] += 1 / (1 / h + dz / (2 * kappa)) - kappa / dz
diag_z[-1] -= kappa / dz
Mz = np.diag(diag_z) - kappa / dz * (np.eye(nz, k=1) + np.eye(nz, k=-1))
top = np.linalg.solve(Mz, np.eye(nz)[-1])[-1] + dz / (2 * kappa)
assert abs(top / surface_resistance(k_test) - 1) < 1e-4
kn = np.arange(1, 20000) * np.pi / L
win = np.sinc(kn * w / (2 * np.pi))**2


def steady_thick(a, b):
    series = 2 * np.cos(kn * a) * np.cos(kn * b) * win * surface_resistance(kn)
    return (1 / h + d / kappa + series.sum()) / (W * L)


hot = T_base + power * R11_sum
h_rad = 4 * constants.Stefan_Boltzmann * hot**3
print("Neglected effects (rough):")
print(f"  gradients through die: steady self {100*(steady_thick(x1,x1)/R11_sum-1):+.1f} %, "
      f"transfer {100*(steady_thick(x1,x2)/R12_sum-1):+.1f} %")
print(f"  diffusion time through die d^2/alpha {d**2/alpha*1e3:.2f} ms; "
      f"interface layer {d_tim**2*c_tim/k_tim*1e3:.2f} ms")
print(f"  interface heat storage (one third of layer) / die {100*c_tim*d_tim/3/cs:.1f} %")
base_d, base_k = 2e-3, 390.0
print(f"  {base_d*1e3:.0f} mm copper base, no spreading: {100*base_d/base_k*h:.1f} % of 1/h")
print(f"  conductivity change, T^-1.3 law, {T_base:.0f} to {hot:.1f} K: "
      f"{100*((hot/T_base)**-1.3-1):.1f} %")
mfp, drift = 0.3e-6, 0.003
print(f"  radiation / interface conductance {h_rad/h:.1e}; phonon path {mfp*1e6:.1f} um / d "
      f"{mfp/d:.1e}")
print(f"  power drift at {100*drift:.1f} %/K of self-heating: {100*drift*power*R11_sum:.1f} %")
print("PASS")
```

It prints:

```
Two nodes: C=1.0 mJ/K, G=0.10 W/K, g=0.10 W/K
  amplitudes 5.0000, -1.6667 K/W; tau 10.000, 3.333 ms
Random networks: 2100 node pairs, 2100 with a negative amplitude
  smallest (sign changes - links between nodes) = 0
Die 6.0 x 2.0 x 0.3 mm; stripe 0.5 mm at 1.3 and 3.8 mm; gap 2.0 mm
kappa=120 W/(m K), c=1.70 MJ/(m3 K), h=20000 W/(m2 K)
diffusivity 70.59 mm2/s; healing length 1.342 mm; gap^2/(4 alpha) 14.17 ms
Largest modal minus finite-volume difference 3.6e-04 K/W
mode  tau(ms)  R_self(K/W)  R_transfer(K/W)  R_transfer/tau(K/J)
  0    25.500      4.1667        4.1667          163.40
  1    17.074      3.3508       -1.7537         -102.71
  2     8.575      0.1184       -0.3810          -44.43
  3     4.686      0.2998       -0.6280         -134.00
  4     2.867      0.7129        0.0816           28.46
  5     1.912      0.5043        0.4522          236.50
  6     1.359      0.1244       -0.1712         -125.96
  7     1.013      0.0007        0.0027            2.67
Transfer slope sum, 10/100/1000/200000 modes (K/J): -5.6909, -0.0614, 0.0024, -0.0000
Self slope sum 1960.76 K/J; 1/(stripe heat capacity) 1960.78 K/J
Sensor shifted 0.2 mm (overlapping): 1176.47, overlap formula 1176.47 K/J
Sign changes within first 20/200/2000 modes: [10, 119, 1199]
Sum of positive / negative transfer amplitudes 4.8409 / -3.1048 K/W
Steady self 9.6283 K/W, transfer 1.7361 K/W; at 5 W: 48.14 K, 8.68 K
Steepest transfer rise 36.69 K/J at 18.87 ms
t(ms)   Z_self(K/W)   Z_transfer(K/W)
    1       1.1942      7.3528e-10
    2       1.9331      7.4390e-06
    5       3.3693      5.6347e-03
   10       4.8509      8.5637e-02
   20       6.6715      4.2350e-01
   50       8.8622      1.2445e+00
  100       9.5361      1.6585e+00
  200       9.6266      1.7344e+00
Nonnegative fit: error bound 0.1409 K/W from t1=9.15, t2=41.86 ms
  best of 90 time constants: max error 0.1946 K/W = 11.21 % of steady
Signed six-term fit: max error 0.00113 K/W = 0.065 % of steady
  amplitudes (K/W): 4.2252, -1.9115, -0.0560, -1.2749, 0.9727, -0.2189
  lowest fitted value on the time grid -6.68e-04 K/W
Neglected effects (rough):
  gradients through die: steady self +10.2 %, transfer +4.4 %
  diffusion time through die d^2/alpha 1.27 ms; interface layer 5.00 ms
  interface heat storage (one third of layer) / die 6.5 %
  2 mm copper base, no spreading: 10.3 % of 1/h
  conductivity change, T^-1.3 law, 350 to 398.1 K: -15.4 %
  radiation / interface conductance 7.2e-04; phonon path 0.3 um / d 1.0e-03
  power drift at 0.3 %/K of self-heating: 14.4 %
PASS
```
